# Why the sidewall intensity of a slab TE mode peaks

**Q.** My narrow waveguides and my wide ones both seem to put little light on their sidewalls. What quantity should I calculate to see whether that makes sense?

**A.** Take a symmetric slab: a core of index $n_1$ and width $w$ between walls at $x=\pm a$, with $a=w/2$, and cladding of lower index $n_2$ on both sides. The materials are lossless and non-magnetic, and the slab is uniform along $y$ and $z$. The fundamental TE mode has its electric field along $y$, parallel to the walls, with the form $E(x)e^{i(\beta z-\omega t)}$. The intensity at one wall, normalised to the whole mode, is

$$S=\frac{E(a)^2}{\int_{-\infty}^{\infty}E^2\,dx}.$$

It has the dimension of inverse length. I hold the frequency and the indices fixed and vary $w$. The normalisation matters: without it, "intensity at the wall" would depend on how much light you launched.

**Q.** What equation does $E$ obey?

**A.** In atomic units the vacuum wavenumber is $k_0=\omega/c$, and Maxwell's equations reduce to

$$E''+(k_0^2n^2-\beta^2)E=0,$$

with $E$ and $E'$ continuous at the walls. This has the form of the Schrödinger equation for a square well of depth $q^2/2$, where

$$q^2=k_0^2(n_1^2-n_2^2).$$

Define $\kappa^2=k_0^2n_1^2-\beta^2$ and $\gamma^2=\beta^2-k_0^2n_2^2$, so that $\kappa^2+\gamma^2=q^2$. The fundamental mode is even:

$$E=\cos\kappa x\ \ (|x|<a),\qquad E=\cos(\kappa a)\,e^{-\gamma(|x|-a)}\ \ (|x|>a).$$

Continuity of $E'$ at $x=a$ gives $\kappa\tan\kappa a=\gamma$. Write $u=\kappa a$ and $V=qa=qw/2$. Since $\tan u=\gamma/\kappa$,

$$\frac1{\cos^2u}=1+\frac{\gamma^2}{\kappa^2}=\frac{q^2}{\kappa^2},$$

so $\kappa=q\cos u$ and $\gamma=q\sin u$. Multiplying the first by $a$ gives

$$u=V\cos u.$$

As $u$ runs from 0 to $\pi/2$, $V=u/\cos u$ rises steadily from 0 to infinity. There is therefore one such mode at every width, however small.

**Q.** And the normalisation integral?

**A.** The core contributes $a+\sin u\cos u/\kappa$, and the two tails together contribute $\cos^2u/\gamma$. Replace $\sin u$ by $(\gamma/\kappa)\cos u$:

$$\int E^2dx=a+\cos^2u\left(\frac{\gamma}{\kappa^2}+\frac1\gamma\right)
=a+\cos^2u\,\frac{q^2}{\kappa^2\gamma}=a+\frac1\gamma.$$

The last step uses $\cos^2u=\kappa^2/q^2$. With $\gamma a=V\sin u=u\tan u$,

$$S=\frac{\cos^2u}{a+1/\gamma}=q\,\frac{\cos^2u\,\sin u}{1+u\tan u}.$$

The middle form shows the competition. The numerator is the wall intensity relative to the centre of the core; the denominator is the effective width over which the mode is spread.

**Q.** In a very narrow core the field hardly varies from centre to wall. Shouldn't the wall intensity then be large?

**A.** It is large relative to the centre, but the whole mode is dilute. To see how dilute, integrate $E''=-\kappa^2E$ across the core. The slopes at the walls are $E'(a)=-\gamma E(a)$ and $E'(-a)=+\gamma E(a)$, so

$$2\gamma E(a)=\kappa^2\int_{-a}^{a}E\,dx.$$

The core has to bend the field from a rising tail to a falling one, and a thin core can bend it only a little. When $V\ll1$, $u$ is small too. Then $E$ is nearly constant in the core, the integral is nearly $wE(a)$, and $\kappa^2=q^2\cos^2u\approx q^2$. Hence

$$\gamma\approx\frac{q^2w}{2}.$$

The tail length $1/\gamma$ grows as $1/w$. It dominates the norm $a+1/\gamma$, while $\cos^2u\approx1$, so

$$S\approx\gamma\approx\frac{q^2w}{2}.$$

That is the linear vanishing: the field at the wall is not suppressed relative to the centre, but the light is spread over an ever longer distance outside.

**Q.** How far can I trust the straight line?

**A.** Take the next order. From $u=V\cos u$ we get $u=V-V^3/2+O(V^5)$. To the same order $\cos^2u=1-u^2$, $\sin u=u-u^3/6$ and $1/(1+u\tan u)=1-u^2$. Their product is

$$\frac Sq=u-\left(1+\frac16+1\right)u^3+\dots=u-\frac{13}{6}u^3+\dots$$

Substituting $u$ in terms of $V$ gives $V-\left(\frac12+\frac{13}{6}\right)V^3$, and since $qV=q^2w/2$,

$$S=\frac{q^2w}{2}\left[1-\frac83V^2+O(V^4)\right].$$

The condition is $qw\ll1$. You can meet it with a narrow core or with a small index contrast at fixed width; the same formula covers both.

**Q.** So $S$ starts at zero and rises. Does that prove there is a peak?

**A.** No. A curve can start at zero and level off. We also need the wide limit, where the mode is confined and its field nearly vanishes at the walls. Put $u=\pi/2-\delta$ with $\delta$ small. Then $u=V\cos u$ becomes $\pi/2-\delta=V\sin\delta\approx V\delta$, so

$$\delta\approx\frac{\pi}{2(1+V)}.$$

Now $\cos^2u\approx\delta^2$, $\sin u\approx1$ and $1+u\tan u=1+V\sin u\approx1+V$. Therefore

$$S\approx\frac{q\pi^2}{4(1+V)^3}\ \longrightarrow\ \frac{2\pi^2}{q^2w^3}\qquad(V\to\infty).$$

Two powers of $1/w$ come from the falling wall-to-centre ratio and one from the growing width of the mode. $S$ is positive and continuous and vanishes at both ends, so it must have a maximum.

**Q.** Could there be several maxima?

**A.** There is one. Multiply numerator and denominator of $S/q$ by $\cos u$:

$$\frac Sq=\frac{\cos^3u\,\sin u}{\cos u+u\sin u}.$$

The derivative of the denominator is $-\sin u+\sin u+u\cos u=u\cos u$. With $t=\tan u$, the logarithmic derivative is

$$\frac{d\ln S}{du}=-3t+\frac1t-\frac{u}{1+ut}.$$

Multiply by $t$, which is positive, and use $1-ut/(1+ut)=1/(1+ut)$:

$$t\,\frac{d\ln S}{du}=\frac1{1+ut}-3t^2.$$

The first term falls steadily with $u$ and $3t^2$ rises steadily, so the difference changes sign once, from plus to minus. The maximum is at

$$3\tan^2u\,(1+u\tan u)=1.$$

Its solution is $u=0.477$, which gives $V=u/\cos u=0.537$ and $qw=1.07$. The height is $S=0.291\,q$. These numbers hold for any symmetric slab in this TE model.

**Q.** Is there a way to see the peak without solving for the field?

**A.** Ask how $\beta$ changes when the core is widened. Let $E,\beta,n$ belong to width $w$ and $\tilde E,\tilde\beta,\tilde n$ to width $w+dw$. Multiply each mode equation by the other field, subtract, and integrate. The derivative terms form a total derivative, $(\tilde EE'-E\tilde E')'$, which integrates to zero because both fields decay. What remains is

$$(\tilde\beta^2-\beta^2)\int E\tilde E\,dx=k_0^2\int(\tilde n^2-n^2)E\tilde E\,dx.$$

The index differs only in two strips, each of thickness $dw/2$, one at each wall. To first order the right side is $2\,(dw/2)\,q^2E(a)^2$, so

$$\frac{d(\beta^2)}{dw}=q^2S.$$

The wall intensity measures how sensitive the propagation constant is to width. At zero width $\gamma\to0$ and $\beta^2\to n_2^2k_0^2$; at large width $\kappa=2u/w\to0$ and $\beta^2\to n_1^2k_0^2$. Integrating over all widths,

$$\int_0^\infty S\,dw=\frac{k_0^2(n_1^2-n_2^2)}{q^2}=1.$$

So $\beta^2$ climbs a finite step, starting flat and ending flat, and $S$ peaks where the climb is steepest.

**Q.** Give me numbers for something like silicon nitride in silica.

**A.** Take rough indices $n_1=2.00$ and $n_2=1.44$ and a photon energy of 0.80 eV, a vacuum wavelength of 1550 nm. Then $k_0=4.054\ \mu\mathrm m^{-1}$ and

$$q=4.054\sqrt{2.00^2-1.44^2}=5.627\ \mu\mathrm m^{-1}.$$

The peak width is $1.0745/5.627=0.191\ \mu\mathrm m$, that is 191 nm or 1910 Å. The last digit depends on the rough indices: with 1.996 and 1.444, closer to the real materials at this wavelength, the peak is at 192 nm. The peak value is $S=0.2907\times5.627=1.64\ \mu\mathrm m^{-1}$.

| $w$ (nm) | $S$ (1/µm) | $q^2w/2$ (1/µm) | $1/\gamma$ (nm) | wall/centre |
|---|---|---|---|---|
| 20 | 0.314 | 0.317 | 3165 | 0.997 |
| 50 | 0.752 | 0.792 | 1280 | 0.981 |
| 191 | 1.636 | 3.023 | 387 | 0.789 |
| 400 | 1.099 | 6.333 | 250 | 0.494 |
| 1000 | 0.240 | 15.83 | 195 | 0.167 |

At 20 nm, $S=0.997/(0.010+3.165)=0.314\ \mu\mathrm m^{-1}$: the ratio is almost one and the tail does the diluting. At 1000 nm, $S=0.167/(0.500+0.195)=0.240\ \mu\mathrm m^{-1}$: the norm is much smaller, but the wall field has dropped. The linear law is 5% above the full result at 50 nm and nearly twice it at the peak, so it explains the rise but cannot locate the maximum.

As a test, I diagonalized the mode equation on a grid at widths of 30, 190, 600 and 6000 nm. The formula for $S$ agreed within a relative difference of $7\times10^{-5}$, and the relation for $d(\beta^2)/dw$ within $3\times10^{-4}$. A direct search over the grid modes also put the peak at 191 nm. The numerical output gives further values.

**Q.** Is the peak of $S$ the peak of my propagation loss?

**A.** No. For the two kinds of sidewall loss below, the peak lies at a smaller width, by an amount that depends on the loss mechanism. Suppose each wall carries an absorbing film of small thickness $h$, which adds a small imaginary part $i\eta$ to $n^2$. The identity above, applied to this change, gives $\delta(\beta^2)=2ik_0^2\eta hS$. Since $\delta(\beta^2)\approx2\beta\,\delta\beta$ and power decays at the rate $2\,\mathrm{Im}\,\beta$,

$$\alpha=\frac{2k_0^2\eta h}{\beta}\,S.$$

Loss follows $S/\beta$, because guided power is proportional to $\beta\int E^2dx$. As $\beta$ rises with width, $S/\beta$ is already falling where $S$ is flat, so its peak lies at a smaller width: 175 nm here.

Roughness adds another factor. A displaced wall acts as a source proportional to the local field, with phase $e^{i\beta z}$. To radiate at angle $\theta$ to the guide, the roughness must supply the wavenumber $p=\beta-n_2k_0\cos\theta$. For exponentially correlated roughness of correlation length $L$, its spectrum varies as $1/(1+p^2L^2)$. If I treat the surroundings as uniform cladding and the walls as independent, the loss varies as

$$\frac S\beta\int_0^\pi\frac{d\theta}{1+p^2L^2}.$$

Because $\beta>n_2k_0$, every $p$ is positive and grows with $\beta$, so this factor also falls with width. In this approximation, with $L=50$ nm, the peak moves to 173 nm. The core also reflects and redirects the scattered light, which the approximation leaves out. In this example that moves the peak considerably further down, so trust the direction of the shift, not its size.

**Q.** My real guide is a strip, and I use its quasi-TE mode. How much of this survives?

**A.** The labels differ. The main field of a strip's quasi-TE mode is horizontal, hence normal to the sidewalls, which corresponds to the TM mode of my slab. My TE result describes vertically polarised light in a tall strip.

For the slab's TM mode, take $|E|^2$ just outside the wall over $\int|E|^2dx$. At the same indices and photon energy it peaks at 351 nm, with the value $1.94\ \mu\mathrm m^{-1}$. Part of the change can be seen in the thin-core limit. There the magnetic field $H$ is continuous and so is $H'/n^2$, so the slope relation becomes $2\gamma H(a)/n_2^2=(\kappa^2/n_1^2)\int_{\rm core}H\,dx$. This gives $\gamma\approx(n_2^2/n_1^2)q^2w/2$, about half the TE value at equal width. A slower gain of confinement is in line with a wider peak, though it does not by itself fix the peak's position.

Finite height matters as well. For vertical polarisation and a core 800 nm high, an effective-index estimate replaces $n_1$ by 1.85 and moves the TE peak from 191 to 229 nm. The method is poor when much of the light lies outside the core, as it does here, and the true shift can be considerably larger; take only the direction from it. I have sized these effects one at a time, not together, so none of these widths is a prediction for your strip.

A strip one micrometre wide, for example, lies well above all these peak widths, but they belong to tall cores. The peak moves out as the core gets thinner, and for the quasi-TE mode of a core only 100 nm high it lies near one micrometre itself. In the TE slab model, going from 191 to 1000 nm at fixed indices and frequency lowers $S$ by a factor of 6.8. The price is that a second TE mode appears at $w=\pi/q=558$ nm, where $V=\pi/2$ and the first odd mode becomes bound. Widening can therefore reduce the total loss if you can avoid launching that mode (independently rough walls scatter some light into it anyway, about a quarter of the scattering loss at 1000 nm for $L=50$ nm and more for longer $L$), and if the sidewalls rather than the top and bottom surfaces or the bulk dominate your loss.

**Q.** Then why not go to the other side and make the core extremely narrow?

**A.** You can lower $S$ that way, but the light is then mostly outside. At 20 nm the core holds 0.6% of $\int E^2dx$. At 3000 nm from the wall the intensity is still $e^{-2\times3000/3165}=0.15$ of its wall value; at the peak width the same ratio is about $2\times10^{-7}$. A substrate or neighbouring guide at that distance would violate the assumption of unlimited cladding, and light could leak into it if its index is high enough.

These figures, and the linear law itself, belong to a slab of unlimited height. In a strip of finite height a narrow core must confine the light in two directions, and the tail length then grows roughly exponentially in $1/w$. For an 800 nm high core 100 nm wide with vertical polarisation, the tail is about 2.5 µm instead of the slab's 0.66 µm, and $S$ falls much faster than linearly as the core narrows.

The linear law also needs equal claddings. Suppose one side has a lower index $n_3<n_2$. At the edge of guidance, $\beta=n_2k_0$, the field is flat on the $n_2$ side but still decays at the rate $g=k_0\sqrt{n_2^2-n_3^2}$ on the other. Integrating the mode equation across the core then requires $gE_3=q^2\int_{\rm core}E\,dx$, where $E_3$ is the field at the $n_3$ wall. A core of vanishing width cannot satisfy this, so the mode disappears at a finite width, and there is no linear law starting from $w=0$.

## Values computed for the example and the checks

```
photon energy 0.80 eV, vacuum wavelength 1549.8 nm
core index 2.00, cladding index 1.44 (rough values)
k0 = 4.0542 1/um, q = 5.6270 1/um
slope of the linear law q^2/2 = 15.832 1/um^2
universal peak: u = 0.4772, V = 0.5372, q w = 1.0745
universal peak height S/q = 0.2907
peak width = 190.9 nm = 1909 angstrom
peak width by direct search on diagonalized modes = 190.9 nm
peak wall intensity S = 1.6357 1/um
tail length 1/gamma at the peak = 387 nm
second TE mode appears at width pi/q = 558 nm
area under S(w) = 1.000000 (no unit)
largest relative error, S formula vs diagonalization = 6.5e-05
largest relative error, wall-motion identity = 2.4e-04
table: width nm | S 1/um | linear law 1/um | tail 1/gamma nm | core fraction | wall/centre intensity
   10.0 | 0.1580 | 0.1583 | 6320 | 0.0016 | 0.9992
   20.0 | 0.3140 | 0.3166 | 3165 | 0.0063 | 0.9968
   50.0 | 0.7516 | 0.7916 | 1280 | 0.0381 | 0.9807
  100.0 | 1.3007 | 1.5832 | 664 | 0.1367 | 0.9283
  190.9 | 1.6357 | 3.0230 | 387 | 0.3671 | 0.7890
  400.0 | 1.0986 | 6.3326 | 250 | 0.7255 | 0.4942
  800.0 | 0.3778 | 12.6652 | 202 | 0.9236 | 0.2275
 1000.0 | 0.2404 | 15.8316 | 195 | 0.9532 | 0.1670
S at peak / S at 1000 nm = 6.8
neglected effects, for the same example:
peak width if normalised to power = 174.8 nm
peak width, field normal to walls (TM, outer side) = 351.0 nm
peak |E|^2 ratio for that TM case = 1.9446 1/um
core height 800 nm: effective core index = 1.8479
peak width with that effective index = 228.9 nm
peak width of scattering loss, correlation length 50 nm = 172.6 nm
width 20.0 nm: intensity 3000 nm from wall / wall intensity = 1.50e-01
width 190.9 nm: intensity 3000 nm from wall / wall intensity = 1.84e-07
```
